Powder Neutron Intensities of an MnO-Type Antiferromagnet with Spins in (111) Planes

PROBLEM

Magnetic ions occupy an fcc lattice with cubic edge a. Their ordered moments are collinear,

m(R) = m û cos(K·R),  K = (2π/a)(½, ½, ½),

where m is the moment in Bohr magnetons and û is a unit vector. This is the magnetic order of MnO: each (111) sheet is ferromagnetic, and neighbouring sheets point in opposite directions. The spin axis û lies in the sheets, û ⊥ [111], in an unspecified direction.

The neutrons are unpolarized, and scattering is elastic and weak enough for the Born approximation. The metric is taken as cubic. Thermal vibration, absorption and extinction are neglected.

(a) Find the allowed magnetic reflections and their structure factors.

(b) Average the intensity of a single-crystal reflection over equally populated domains.

(c) Derive the integrated intensities of an untextured powder, measured at fixed wavelength λ by scanning the scattering angle 2θ. Which features of the spin direction can they reveal?

(d) Evaluate the first five lines for Mn²⁺ ions with m = 5, a = 4.4 Å (roughly the edge of MnO) and λ = 1.5 Å. Compare them with the lines for spins along [111].

SOLUTION

(a) Structure factors

The neutron moment μₙ feels the potential V = −μₙ·B. For a static magnetization M without free currents, B = μ₀(M + H_mag), with Q·B(Q) = 0 and Q × H_mag(Q) = 0. Thus H_mag is parallel to Q and cancels the parallel part of M:

B(Q) = μ₀ [M(Q) − Q̂ (Q̂·M(Q))] = μ₀ M⊥(Q).

The Born amplitude is −mₙ/(2πħ²) times the Fourier transform of V, where mₙ is the neutron mass. With μₙ = −|μₙ|σ, where σ are the Pauli matrices, it becomes −σ·F⊥. Here F⊥ is the part perpendicular to Q of

F(Q) = p f(Q) Σ_R m(R) exp(iQ·R),

p = μ₀ mₙ |μₙ| μ_B / (2πħ²) = 2.70 fm.

The form factor f(Q) is the Fourier transform of the spin density of one ion, normalized to f(0) = 1. For an unpolarized beam, the average over initial spins and sum over final spins give

½ Tr[(σ·F⊥)†(σ·F⊥)] = |F⊥|²,

because Tr(σ_a σ_b) = 2δ_ab. Since the moments are collinear, the projection supplies the factor

P = 1 − (Q̂·û)².

Use the doubled cubic cell of edge 2a, which holds 32 ions, and write

Q = (π/a) H,  H = (h, k, l),
R = (a/2)(n₁, n₂, n₃),  n₁ + n₂ + n₃ even.

Then K·R = (π/2)(n₁ + n₂ + n₃) is a multiple of π, so cos(K·R) = exp(iK·R). The sum over the cell is

S(H) = Σ exp{i(π/2)[(h+1)n₁ + (k+1)n₂ + (l+1)n₃]}.

Shifting all sites by an fcc lattice vector only reorders the terms. A site that leaves the cell returns by a shift of 4 in some nᵢ, which changes its phase by a multiple of 2π. The shift also multiplies S by a phase, so S vanishes unless that phase is 1. The shifts (1,1,0), (0,1,1) and (1,0,1), which generate the lattice, require

(h+1) + (k+1) ≡ (k+1) + (l+1) ≡ (h+1) + (l+1) ≡ 0 (mod 4).

Subtracting these conditions in pairs gives h ≡ k ≡ l (mod 4). Any one of them then gives 2(h+1) ≡ 0 (mod 4), so h is odd. Conversely, under these conditions every term equals 1. Therefore

S = 32 if h, k, l are odd and congruent modulo 4; otherwise S = 0,

|F⊥|² = (32 p m f)² P.

In indices of the chemical cell the reflections are H/2. For example, (1,1,1) and (3,−1,−1) are allowed for this K, while (3,1,1) is not.

(b) Domain averages

There are two kinds of domain, assumed large enough to scatter independently.

Propagation domains. Cubic symmetry permits K along any of the four body diagonals (π/a)(s₁, s₂, s₃), with sᵢ = ±1. K and −K describe the same structure because the cosine is even. Reflecting the axes turns the rule of part (a) into s₁h ≡ s₂k ≡ s₃l (mod 4). An odd integer is congruent to 1 or −1 modulo 4, and changing its sign exchanges these residues. For a given all-odd H, exactly two sign choices, s and −s, make the three residues equal. Each all-odd H therefore belongs to exactly one propagation domain, which occupies one quarter of the crystal when the populations are equal.

Spin domains. Within one propagation domain, 120° rotations about n = [111]/√3 carry the spin axis into a set of three equivalent directions. The twofold axes along ⟨1,−1,0⟩, which lie in the sheet and turn K into −K, also preserve the domain. For a general in-plane û they produce a second set of three directions, again 120° apart; the two sets coincide as axes when û lies along ⟨1,−1,0⟩ or ⟨1,1,−2⟩. The average below holds for any starting angle, so each set of three gives the same result and it is enough to treat one. Let e₁ and e₂ be perpendicular unit vectors in the sheet, and write

û = e₁ cos α + e₂ sin α.

For the angles α, α + 120° and α + 240°, the sum of exp(2iα) vanishes. Hence cos²α and sin²α both average to ½, and sin α cos α averages to 0:

⟨û_a û_b⟩ = ½(e₁ₐe₁ᵦ + e₂ₐe₂ᵦ) = ½(δ_ab − n_a n_b),

where a and b label Cartesian components. If η is the angle between Q and n, then

⟨P⟩ = 1 − ½(1 − cos²η) = ½(1 + cos²η),

cos²η = (h+k+l)² / (3|H|²).

This form applies to K along [111]; for another domain, replace h+k+l by s₁h+s₂k+s₃l. The averaged crystal intensity per 32-ion cell is thus proportional to

¼ (32 p m f)² · ½(1 + cos²η).

The reflection (3,−1,−1)/2 shows how unequal the separate spin domains can be. For û along [1,−1,0], (H·û)² = 4²/2 = 8, so P = 1 − 8/11 = 3/11. The axis [1,0,−1] gives the same value. For [0,1,−1], H·û = 0 and P = 1. The average is (3/11 + 3/11 + 1)/3 = 17/33, in agreement with ½(1 + 1/33). Reversing û leaves P unchanged, so these three axes are equivalent to a 120° set.

(c) Powder intensities

All reflections with the same |H| overlap in a powder. Consider first the members of such a family that belong to one propagation domain. Rotation by 120° about [111] permutes h, k, l cyclically and maps this set onto itself. Rotating H with û fixed changes P in the same way as rotating û backwards with H fixed. The sum over the family therefore already performs the spin-domain average. Members along [111] are not moved by the rotation, but they have P = 1 for every in-plane û. The family weight is

W = Σ_H ½[1 + (h+k+l)²/(3|H|²)],

summed over the allowed H of one propagation domain.

The other propagation domains have the same W by cubic symmetry. If their volume fractions are v_j, the total is Σ v_j W = W. In an untextured powder, neither kind of domain population affects the pattern, and the in-plane direction of û cannot be found from it. Domain averaging matters for the individual crystal reflections of part (b).

The angle φ between û and [111] does remain visible. Write û = n cos φ + e sin φ, with e a unit vector in the sheet. In the threefold average, terms linear in e vanish because the three vectors e sum to zero. This leaves

⟨P⟩ = 1 − cos²η cos²φ − ½ sin²η sin²φ.

The first family has η = 0 or 180°, so its intensity is proportional to sin²φ. It vanishes for spins along [111] and is largest for spins in the sheets.

It remains to find the angular factor. Random grain orientations spread each reciprocal-lattice point of length τ over a sphere of area 4πτ², so the scattering at wavevector length Q is proportional to δ(Q − τ)/τ². A small detector at fixed distance is scanned through 2θ. From

Q = (4π/λ) sin θ,  dQ/d(2θ) = (2π/λ) cos θ,

integration over 2θ gives a factor proportional to 1/(sin²θ cos θ). Since sin θ sin 2θ = 2 sin²θ cos θ, this is proportional to

L = 1/(sin θ sin 2θ).

The relative integrated intensity is therefore

I ∝ W f² L.

If a magnetic line is compared with a nuclear one, both need the same cell and consistent multiplicities. One may count the magnetic reflections of a single propagation domain, as here, or count the full cubic family with weight ¼. Counting the full family without that weight makes the magnetic line four times too strong.

(d) The first five lines

The square of an odd number leaves remainder 1 on division by 8, so |H|² leaves remainder 3. The first values are 3, 11, 19, 27 and 35, and each occurs. The weights are:

• |H|² = 3: ±(1,1,1), two members with ⟨P⟩ = 1, so W = 2.
• |H|² = 11: six members like (3,−1,−1), with ⟨P⟩ = ½(1 + 1/33) = 17/33, so W = 34/11 = 3.09.
• |H|² = 19: six members like (3,3,−1), with ⟨P⟩ = ½(1 + 25/57) = 41/57, so W = 82/19 = 4.32.
• |H|² = 27: ±(3,3,3) contribute 2, and six members like (5,1,1) contribute 6 × ½(1 + 49/81) = 130/27, so W = 184/27 = 6.81.
• |H|² = 35: twelve members like (5,1,−3), with ⟨P⟩ = ½(1 + 9/105) = 19/35, so W = 228/35 = 6.51.

The form factor comes from the spin density ρ_s of a free Mn²⁺ ion with five parallel 3d electrons:

f(Q) = (1/5) ∫ ρ_s(r) [sin(Qr)/(Qr)] d³r.

The density was calculated by restricted open-shell Hartree–Fock in the def2-TZVP basis, and the integral was evaluated on a numerical grid. This level leaves out electron correlation, spin polarization of the core, relativity and covalency with oxygen. The moment m = 5 is the spin-only value, without reduction by quantum fluctuations of the ordered spins. It cancels from the relative intensities.

For the first line, Q = π√3/a = 1.237 Å⁻¹ and sin θ = λ√3/(4a) = 0.148, so 2θ = 17.0°. The other positions follow by replacing 3 under the root by |H|².

|H|² | Q (Å⁻¹) | 2θ (°) | f | L
3 | 1.237 | 17.0 | 0.898 | 23.20
11 | 2.368 | 32.8 | 0.687 | 6.52
19 | 3.112 | 43.6 | 0.537 | 3.90
27 | 3.710 | 52.6 | 0.427 | 2.84
35 | 4.224 | 60.6 | 0.343 | 2.28

For the first reflection, the structure factor has magnitude

32 × 2.70 fm × 5 × 0.898 ≈ 388 fm,

whose square is about 1500 barn per 32-ion cell (1 barn = 100 fm²). For the next four families, the mean of |F⊥|² over the allowed members is about 450, 390, 290 and 120 barn.

The first two powder products are

W f² L = 2 × 0.898² × 23.20 = 37.4,
W f² L = 3.09 × 0.687² × 6.52 = 9.5.

Their ratio is 0.25. Treating the other lines in the same way and setting the first to 100 gives, in order of increasing angle,

I = 100 : 25 : 13 : 9 : 5.

The fall from the first line to the second is not due to the spin factor and multiplicity, since W rises from 2 to 3.09. It comes from L, which drops by a factor of 3.6, and from f², which drops by a factor of 1.7.

For spins along [111], φ = 0 and ⟨P⟩ = 1 − cos²η. The second line then has ⟨P⟩ = 32/33 instead of 17/33, so its intensity rises from 25 to 48. On the same scale, the five lines become

I = 0 : 48 : 10 : 3 : 8.

Within this collinear model, a strong first line rules out spins along [111]. Measuring a small tilt out of the sheets is harder: near φ = 90°, sin²φ changes only quadratically with the tilt.

The cubic metric is also an approximation. A small strain along the propagation axis of each domain changes |Q| by an amount that depends on cos²η. The line at |H|² = 27 then splits, since (3,3,3) has cos²η = 1 and (5,1,1) has 49/81. In each of the other four families, all members of one domain share the same cos²η, so the line shifts without splitting. The strain also alters the relative intensities a little: a contraction of 1.6 % along the propagation axis raises the second line from 25 to 26. Texture invalidates the orientation average used in part (c), and changes the intensities by an amount that depends on its strength and axis.
